# Degeneracy of the Phillips-Kleinman Operator and Selection of a Pseudo-Orbital

## The decision in a calculation

Suppose that a program has built the Phillips-Kleinman operator for an atom and diagonalized it to obtain a valence pseudo-orbital. Should the lowest eigenvector be accepted? If the symmetry channel contains core orbitals, it should not. The lowest eigenvalue is the valence energy, but it belongs to the valence orbital, to every core orbital of that channel, and to all their linear combinations. The diagonalizer returns some basis of this space, and nothing in the eigenvalue equation prefers one member. A further condition has to be chosen and coded.

Hartree atomic units and real orbitals are used throughout.

## Assumptions and the operator

Let $F$ be a self-adjoint, spherically symmetric one-electron operator. Consider one channel, with fixed angular momentum numbers $(l,m)$. In this channel $F$ has

- $n$ orthonormal core functions, $F\phi_c=e_c\phi_c$, with $e_c<e_v$;
- one valence function, $F\phi_v=e_v\phi_v$, normalized and orthogonal to the core functions, with $e_v$ a simple eigenvalue;
- all remaining spectrum, continuum included, strictly above $e_v$.

The Phillips-Kleinman operator of the channel is

$$H_{PK}=F+\sum_{c=1}^{n}(e_v-e_c)\,|\phi_c\rangle\langle\phi_c| .\tag{1}$$

Each coefficient is positive, so the added term is repulsive. The sum and the energy $e_v$ both belong to the channel: the s and p channels have different shifts.

**Result.** The lowest eigenvalue of $H_{PK}$ in the channel is $e_v$. Its eigenspace is $\mathrm{span}\{\phi_1,\dots,\phi_n,\phi_v\}$, of dimension $n+1$.

One operator must serve core and valence. This holds for one electron outside a frozen closed-shell core in Hartree-Fock theory. The energy of a determinant of spin orbitals is $\sum_i h_{ii}+\tfrac12\sum_{ij}(J_{ij}-K_{ij})$. Adding a valence spin orbital $v$ brings in $h_{vv}$, the pairs $(i,v)$ and $(v,i)$, whose two equal contributions cancel the factor $\tfrac12$, and the self term $J_{vv}-K_{vv}=0$. Each doubly occupied core orbital repels $v$ through both its spins but exchanges with one of them. Therefore

$$E[\text{core}+v]-E[\text{core}]=\langle\phi_v|F|\phi_v\rangle,\qquad F=h+\sum_{c'}(2J_{c'}-K_{c'}),\tag{2}$$

where $c'$ runs over the core orbitals of all channels. This $F$ is the Fock operator of the closed-shell ion, so the canonical core orbitals are its eigenfunctions. Making (2) stationary with $\phi_v$ normalized and orthogonal to the core gives $F\phi_v=e_v\phi_v+\sum_c\lambda_c\phi_c$. Projecting on $\phi_c$ gives $\lambda_c=\langle\phi_c|F|\phi_v\rangle=e_c\langle\phi_c|\phi_v\rangle=0$. The valence orbital is thus an eigenfunction of the same $F$, and the energy in (2) equals $e_v$.

## Where the operator comes from

Let $\chi$ be a function whose core part has been removed to give the valence orbital:

$$\phi_v=\chi-\sum_c\phi_c\langle\phi_c|\chi\rangle .$$

Insert this on both sides of $F\phi_v=e_v\phi_v$ and use $F\phi_c=e_c\phi_c$:

$$F\chi-\sum_c e_c\phi_c\langle\phi_c|\chi\rangle=e_v\chi-e_v\sum_c\phi_c\langle\phi_c|\chi\rangle .$$

Moving the last sum to the left gives

$$F\chi+\sum_c(e_v-e_c)\phi_c\langle\phi_c|\chi\rangle=e_v\chi ,$$

which is $H_{PK}\chi=e_v\chi$. The overlaps $\langle\phi_c|\chi\rangle$ were never specified, and this is the origin of the freedom.

## Proof of the result

First, every function in the stated span is an eigenfunction. Orthonormality leaves one term of the sum in (1) when it acts on a core function, and none when it acts on $\phi_v$:

$$H_{PK}\phi_c=e_c\phi_c+(e_v-e_c)\phi_c=e_v\phi_c,\qquad H_{PK}\phi_v=F\phi_v=e_v\phi_v .$$

By the same orthogonality, any higher bound state of $F$ keeps its energy.

It remains to show that nothing lies lower and that the eigenspace is no larger. Define $P=\sum_c|\phi_c\rangle\langle\phi_c|$ and $Q=1-P$. Since the $\phi_c$ are eigenfunctions of the self-adjoint $F$, $FP=PF=\sum_c e_c|\phi_c\rangle\langle\phi_c|$. The cross terms vanish, because $QFP=QPF=0$, and so

$$F=QFQ+\sum_c e_c|\phi_c\rangle\langle\phi_c| .$$

Adding the shifts in (1) cancels every $e_c$:

$$H_{PK}=QFQ+e_vP .\tag{3}$$

Take any $f$ in the domain of $F$. Since $\langle f|f\rangle=\langle f|P|f\rangle+\langle f|Q|f\rangle$, the core part drops out of

$$\langle f|H_{PK}-e_v|f\rangle=\langle Qf|F-e_v|Qf\rangle=\int_{e>e_v}(e-e_v)\,d\mu_f(e)\ \ge 0 .\tag{4}$$

Here $\mu_f$ is the spectral measure of $F$ in the state $f$: it gives the weight $|\langle\phi_j|f\rangle|^2$ to a discrete level $e_j$ and a density to the continuum. The valence level contributes zero because its factor $e-e_v$ vanishes. In a finite basis the integral is a sum over the higher levels.

Equation (4) shows that no eigenvalue lies below $e_v$. If $H_{PK}f=e_vf$, the left side of (4) is zero. The integrand is positive, so $f$ has no weight above $e_v$ and must be a combination of the $\phi_c$ and $\phi_v$. This completes the proof.

## What remains free

A usable pseudo-orbital must contain $\phi_v$. Scaling that component to one,

$$\chi=\phi_v+\sum_c a_c\phi_c,\qquad \langle\chi|\chi\rangle=1+\sum_c a_c^2,\tag{5}$$

with $n$ free numbers $a_c$. The eigenspace also holds pure core functions, which satisfy the same equation and carry no valence information. If $n=0$, then $H_{PK}=F$ and the orbital is fixed up to its sign.

The degeneracy reflects a balance of energies. Write the normalized orbital as $\hat\chi=b_v\phi_v+\sum_cb_c\phi_c$, with $b_v=(1+\sum_ca_c^2)^{-1/2}$ and $b_c=b_va_c$. Then

$$\langle\hat\chi|F|\hat\chi\rangle=e_v-\sum_c b_c^2(e_v-e_c).\tag{6}$$

Core admixture lowers the expectation value of $F$, and the repulsive term in (1) returns the same amount.

Where the core functions are negligible, $\hat\chi\simeq b_v\phi_v$, and the density is $b_v^2$ times the true valence density. Requiring a normalized orbital to have the full valence tail means $b_v=1$, hence all $a_c=0$, which brings back $\phi_v$ with its nodes. A norm-conserving, altered orbital therefore cannot be taken from this eigenspace.

## Two ways to lose the degeneracy

**A different shift energy.** If $e_v$ in the shifts is replaced by $E$, the step leading to (3) gives

$$H(E)=QFQ+EP .$$

The core functions now lie at $E$, while $\phi_v$ stays at $e_v$. The lowest level is $\min(E,e_v)$. For $E<e_v$ the lowest states are pure core functions. For $E>e_v$ the lowest state is the unaltered $\phi_v$. Using a single valence energy for all channels leads to these cases.

**An inexact core function.** Replace one $\phi_c$ in the projector by $\tilde\phi_c=\cos\theta\,\phi_c+\sin\theta\,\phi_v$, with a small $\theta>0$, and keep its coefficient $\Delta=e_v-e_c$. In the space of $\phi_c$ and $\phi_v$, $H_{PK}$ is $e_v$ times the unit matrix, so the new operator is

$$e_v+\Delta\left(|\tilde\phi_c\rangle\langle\tilde\phi_c|-|\phi_c\rangle\langle\phi_c|\right)
=e_v+\Delta\sin\theta\begin{pmatrix}-\sin\theta&\cos\theta\\ \cos\theta&\sin\theta\end{pmatrix},$$

where $\cos^2\theta-1=-\sin^2\theta$ was used. The last matrix has trace 0 and determinant $-1$, hence eigenvalues $\pm1$. The levels are

$$e_v\pm\Delta\sin\theta .\tag{7}$$

For the lower one, the first row gives $y\cos\theta=-(1-\sin\theta)x$, with $x$ and $y$ the components on $\phi_c$ and $\phi_v$. With $\cos^2\theta=(1-\sin\theta)(1+\sin\theta)$, the valence weight is

$$\frac{y^2}{x^2+y^2}=\frac{(1-\sin\theta)^2}{(1-\sin\theta)^2+\cos^2\theta}=\frac{1-\sin\theta}{2}.\tag{8}$$

For this error, directed along $\phi_v$, the energy error is linear in $\theta$ and multiplied by the large $\Delta$, and the weight tends to one half, however small the error is. An error directed along a higher state $\phi_j$ acts differently: $\phi_v$ is then untouched by the projector, the core-derived level is lowered only at order $\theta^2$, and the lowest state contains no $\phi_v$. A nondegenerate lowest state may thus be a product of the error in the core, and its being unique is no reason to trust it.

## An extra condition that selects one orbital

Choose a self-adjoint operator $A$ whose expectation value should be small, and minimize $\langle\chi|A|\chi\rangle/\langle\chi|\chi\rangle$ within the eigenspace. With $\chi=\sum_ib_i\phi_i$, where $i$ runs over the core functions and $v$, and with $A_{ij}=\langle\phi_i|A|\phi_j\rangle$, make

$$\sum_{ij}A_{ij}b_ib_j-\alpha\Big(\sum_ib_i^2-1\Big)$$

stationary. The derivative with respect to $b_i$ gives

$$\sum_jA_{ij}b_j=\alpha b_i .\tag{9}$$

Multiplying by $b_i$ and summing shows that $\alpha=\langle\chi|A|\chi\rangle$, so the minimum is the lowest eigenvalue of an $(n+1)\times(n+1)$ matrix. The orbital is unique up to sign if that eigenvalue is simple, and admissible if $b_v\neq0$. Both points need checking. The choice $A=F$, for example, makes the matrix diagonal and selects the deepest core function.

Taking $A=T=-\tfrac12\nabla^2$ gives the orbital of least kinetic energy, which is a measure of smoothness. Taking $A=1/r$ disfavours charge near the nucleus.

The same selection can be made by diagonalizing $H_{PK}+\lambda A$ with a small $\lambda>0$, provided that $e_v$ is separated from the higher spectrum. Write the state as $\chi+\lambda\chi'$ and the energy as $e_v+\lambda\alpha$. At first order,

$$(H_{PK}-e_v)\chi'=(\alpha-A)\chi .$$

Projection on any $\phi_i$ of the eigenspace makes the left side zero and leaves (9). Projection on a higher state $\phi_j$ gives the admixture $-\lambda\langle\phi_j|A|\chi\rangle/(e_j-e_v)$, which we write as $\lambda c_j$. The part of $\chi'$ inside the eigenspace is fixed at second order, where $(H_{PK}-e_v)\chi''=(\alpha-A)\chi'+\beta\chi$, with $\lambda^2\chi''$ and $\lambda^2\beta$ the next terms of state and energy. Projection on another solution $\chi_k$ of (9), with eigenvalue $\alpha_k\neq\alpha$, gives its coefficient $c_k=\sum_j\langle\chi_k|A|\phi_j\rangle c_j/(\alpha-\alpha_k)$. Both admixtures are of order $\lambda$, so for a simple lowest $\alpha$ the overlap with the wanted orbital falls below one at order $\lambda^2$. In practice $\lambda$ must be small enough for this loss, yet large enough for the splitting, $\lambda$ times the difference of the two lowest $\alpha$, to exceed the numerical error of the diagonalization.

## Matrix form

In a basis with overlap matrix $S$, let the columns of $C$ hold the core coefficients. The overlap of basis function $\mu$ with $\phi_c$ is $(SC)_{\mu c}$, so (1) becomes

$$\mathbf H_{PK}=\mathbf F+SC\,\mathrm{diag}(e_v-e_c)\,C^{T}S,\qquad \mathbf H_{PK}x=\varepsilon Sx .$$

Take $C$, $e_c$ and $e_v$ from the eigenproblem of the same matrix $\mathbf F$ in the same basis. The proof then applies to the matrices as it stands. The pseudo-orbital is best built from (9) and (5), without diagonalizing $\mathbf H_{PK}$ at all.

## Worked example: the sodium atom

The core is Na$^+$ in nonrelativistic Hartree-Fock theory with an uncontracted Gaussian basis, and the valence orbitals are virtual orbitals of its Fock operator. Core relaxation, correlation and relativity are left out, and a finite-basis error remains. The numerical check confirms (2): adding a 3s electron to the frozen core changes the energy by $-0.1818$ hartree, equal to $e_{3s}$ ($-4.947$ eV).

The s channel has $e_{1s}=-40.760$, $e_{2s}=-3.074$ and $e_{3s}=-0.182$ hartree. The shifts are

$$-0.182+40.760=40.578,\qquad -0.182+3.074=2.892\ \text{hartree}.$$

The four lowest levels of $H_{PK}$ are $-0.1818$ three times and then the 4s level at $-0.0701$ hartree. In the p channel, with 2p as its one core function, $e_{3p}=-0.1094$ hartree ($-2.978$ eV) appears twice. The d channel has no core function, and its lowest level, $-0.0556$ hartree in this basis ($-0.0557$ at the basis-set limit, a shift of 0.0001 hartree), has no such freedom.

Using $e_{3s}$ as the shift energy in the p channel puts a state at $-0.1818$ hartree, below 3p, and this state is pure 2p. Using $e_{3p}$ in the s channel gives the unaltered 3s as the lowest state.

Rotating 2s towards 3s by $\theta=0.01$ gives, from (7), two levels shifted from $e_{3s}$ by $\pm2.892\times0.0100=\pm0.0289$ hartree. The lowest level drops to $-0.2107$ hartree, an error of 16% relative to $|e_{3s}|$. The 3s weight of that state is 0.495, as (8) requires.

The two selection conditions give these normalized orbitals:

| Quantity | 3s | least $\langle T\rangle$ | least $\langle 1/r\rangle$ |
|---|---|---|---|
| $a_{1s}$ | 0 | 0.0235 | −0.0077 |
| $a_{2s}$ | 0 | −0.2272 | −0.0975 |
| $b_v$ | 1 | 0.9749 | 0.9953 |
| $\langle T\rangle$ (hartree) | 0.264 | 0.060 | 0.095 |
| $\langle 1/r\rangle$ (bohr$^{-1}$) | 0.301 | 0.305 | 0.283 |
| radial nodes | 2 | 0 | 2 |

The signs of the $a_c$ depend on the arbitrary phases of the orbitals, which are the same in both columns. The nodes were counted between 0.001 and 12 bohr. Both pseudo-orbitals have $\langle H_{PK}\rangle=-0.1818$ hartree, so the eigenvalue cannot tell them apart, although they differ: their mutual overlap is 0.992.

For the orbital of least kinetic energy, (5) gives

$$b_v=(1+0.0235^2+0.2272^2)^{-1/2}=0.975 .$$

Where the core functions have died away, its density is $0.975^2=0.95$ of the 3s density, a deficit of 5%. This limit is reached only well outside the core: the density ratio is still 1.14 at 2 bohr and 0.97 at 3 bohr. At 6 bohr the computed amplitude ratio is also 0.975. The repulsive term in (6) is

$$(0.975\times0.0235)^2\times40.578+(0.975\times0.2272)^2\times2.892=0.021+0.142=0.163\ \text{hartree},$$

so that $\langle F\rangle=-0.182-0.163=-0.345$ hartree, well below the valence energy.

The least-$\langle1/r\rangle$ orbital keeps two nodes: its value is positive at 0.1 bohr, negative at 0.3 bohr and positive again at 1 bohr. Minimizing a reasonable quantity does not by itself guarantee a nodeless function. This matters if the orbital is next inverted to a local potential. With $u=r\chi$ for the radial part, the radial equation gives

$$V(r)=e_v+\frac{u''}{2u}-\frac{l(l+1)}{2r^2},$$

which has a pole at a node of $u$ unless $u''$ vanishes there too. Of the two conditions, only least kinetic energy avoids such poles for sodium 3s. It does not give a soft potential. Each exact s eigenfunction of $F$ (a Gaussian expansion only approximates this, having zero slope at $r=0$) has the nuclear cusp $\phi'(0)=-Z\phi(0)$, and so does every combination (5). Since $u''/2u=\chi''/2\chi+\chi'/(r\chi)$, the inverted potential still behaves as $-Z/r$, with $Z=11$, at the nucleus whenever $\chi(0)\neq0$, as is the case here. The orbital also keeps structure inside the core: its values, with the angular factor $Y_{00}=1/\sqrt{4\pi}$ included, are 0.077, 0.048, 0.056, 0.049 and 0.053 bohr$^{-3/2}$ at 0.01, 0.1, 0.3, 1 and 2 bohr, and $V$ inherits this structure through $u''$. For another atom or channel the node count has to be repeated, since nothing in (9) fixes it.

## Values computed for the example and the checks

```
basis s: 20 Gaussians, smallest exponent 0.004 bohr^-2, ratio 2.3
basis p: 13 Gaussians, smallest exponent 0.006 bohr^-2, ratio 2.4
basis d: 5 Gaussians, smallest exponent 0.01 bohr^-2, ratio 2.6
Na+ Hartree-Fock energy = -161.67507 hartree
E(frozen-core Na) - E(Na+) = -0.181802 hartree
F, s channel, 1s 2s 3s 4s (hartree): -40.759514 -3.073746 -0.181802 -0.070104
F, p channel, 2p 3p 4p (hartree): -1.797174 -0.109435 -0.050272
F, d channel, 3d (no core) = -0.055563 hartree
e_3s = -4.9471 eV, e_3p = -2.9779 eV
shift of 1s = 40.577712 hartree
shift of 2s = 2.891943 hartree
shift of 2p = 1.687739 hartree
H_PK, s channel, lowest 4 (hartree): -0.181802 -0.181802 -0.181802 -0.070104
H_PK, p channel, lowest 3 (hartree): -0.109435 -0.109435 -0.050272
p channel shifted to e_3s, lowest 2 (hartree): -0.181802 -0.109435
  weight of 2p in its lowest state = 1.000000
s channel shifted to e_3p, lowest 4 (hartree): -0.181802 -0.109435 -0.109435 -0.070104
  weight of 3s in its lowest state = 1.000000
inexact core: rotation angle = 0.01 rad, predicted splitting = +-0.028919 hartree
  lowest 3 levels (hartree): -0.210721 -0.181802 -0.152883
  weight of 3s in its lowest state = 0.4950
condition: least kinetic energy
  a_1s = 0.02349, a_2s = -0.22717, b_v = 0.97490
  <T> = 0.06029 hartree, <1/r> = 0.30506 bohr^-1
  <H_PK> = -0.181802 hartree, nodes (0.001 to 12 bohr) = 0
  ratio to 3s at 6 bohr = 0.97485
condition: least <1/r>
  a_1s = -0.00765, a_2s = -0.09752, b_v = 0.99525
  <T> = 0.09460 hartree, <1/r> = 0.28255 bohr^-1
  <H_PK> = -0.181802 hartree, nodes (0.001 to 12 bohr) = 2
  ratio to 3s at 6 bohr = 0.99523
true 3s: <T> = 0.26431 hartree, <1/r> = 0.30062 bohr^-1, nodes = 2
stationary <T> in the eigenspace (hartree): 0.06029 1.88405 61.43169
stationary <1/r> in the eigenspace (bohr^-1): 0.28255 1.59310 10.89898
overlap of the two pseudo-orbitals = 0.991588
weak selecting term: lam = 0.0001, overlaps with the minimizers = 1.0000000 1.0000000
r (bohr): 3s, least-T, least-1/r orbital values (bohr^-3/2)
   0.01:    0.64592    0.07738    0.08737
   0.10:    0.19996    0.04821    0.01633
   0.30:   -0.08096    0.05558   -0.03619
   0.60:   -0.07136    0.05304   -0.01802
   1.00:   -0.00426    0.04875    0.01892
   2.00:    0.04986    0.05329    0.05168
   3.00:    0.04705    0.04626    0.04700
   6.00:    0.01496    0.01459    0.01489
```
